**Gauge parabola of relativistic electric multipole rates**

The program tests that the electric 2^L-pole amplitude of a Dirac electron is proportional to R_C + G R_L, so that the rate is a parabola in the gauge parameter G. R_C is the Coulomb-gauge radial integral, and R_L is the integral added by the gauge change. It asserts the angular reduction against four-component quadrature with finite-difference fields, and the E1 rate against a direct sum over substates at five values of G. It also asserts that R_L equals the integral generated by a frequency error or a difference of potentials, and that the Coulomb-gauge E1 plus M2 rate agrees with an unexpanded plane wave. Further assertions cover the small-kr powers of the vector potential and the low-charge limits: Babushkin to length, Coulomb to velocity. In the model with charges 50 and 45, the output shows a Babushkin E1 rate 20.9% above the Coulomb rate and a zero of the parabola near G = −14.2. With a common charge the two rates agree to all printed digits, although charges 50 and 45 give different rates.

## Verification by program

```python
# Result under test: for an electric 2^L-pole transition of a Dirac electron the
# amplitude is i*Theta*(R_C + G*R_L), so the rate is a parabola in the gauge
# parameter G.  G = 0 is the Coulomb choice (velocity form at low charge) and
# G = sqrt((L+1)/L) is the Babushkin choice (length form at low charge).
# Symbols: b upper state, a lower state, omega photon frequency, k = omega/c,
# u = j_L(kr) Y_LM, orbital = (i P Omega_kappa, Q Omega_-kappa)/r,
# Theta = <Omega_b|Y_LM|Omega_a>.  Hartree atomic units throughout.
import numpy as np
from math import factorial, sqrt, pi, gamma as gamma_function
from scipy.special import spherical_jn, lpmv, roots_genlaguerre
from scipy.constants import fine_structure, physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_3j

c = 1.0 / fine_structure
HARTREE_EV = physical_constants['Hartree energy in eV'][0]
TIME_S = physical_constants['atomic unit of time'][0]


def babushkin(L):
    return sqrt((L + 1) / L)


# ---------- angular functions and quadrature ----------
def harmonic(l, m, cos_t, phi):
    if abs(m) > l:
        return np.zeros(np.shape(phi), dtype=complex)
    n = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - n) / factorial(l + n))
    y = norm * lpmv(n, l, cos_t) * np.exp(1j * n * phi)
    return y if m >= 0 else (-1)**n * np.conj(y)


nodes_t, weights_t = np.polynomial.legendre.leggauss(14)
nodes_p = 2*pi * (np.arange(8) + 0.3) / 8
COS = np.repeat(nodes_t, 8)
PHI = np.tile(nodes_p, 14)
W = np.repeat(weights_t, 8) * 2*pi / 8
SIN = np.sqrt(1 - COS**2)
UNIT = np.array([SIN*np.cos(PHI), SIN*np.sin(PHI), COS])


def spinor(kappa, two_m):
    l = kappa if kappa > 0 else -kappa - 1
    m = two_m / 2
    plus = sqrt((l + m + 0.5) / (2*l + 1))
    minus = sqrt((l - m + 0.5) / (2*l + 1))
    up = harmonic(l, (two_m - 1)//2, COS, PHI)
    down = harmonic(l, (two_m + 1)//2, COS, PHI)
    if kappa < 0:
        return np.array([plus*up, minus*down])
    return np.array([-minus*up, plus*down])


# ---------- multipole fields from their definition, by finite differences ----------
def multipole_fields(L, M, k, r):
    step = 0.02 / k
    x = UNIT[:, None, :] * r[None, :, None]

    def u(p):
        rad = np.sqrt(p[0]**2 + p[1]**2 + p[2]**2)
        cos_t = np.clip(p[2] / rad, -1, 1)
        return spherical_jn(L, k*rad) * harmonic(L, M, cos_t, np.arctan2(p[1], p[0]))

    def partial(f, p, axis):
        e = np.zeros((3, 1, 1))
        e[axis] = step
        return (8*(f(p + e) - f(p - e)) - (f(p + 2*e) - f(p - 2*e))) / (12*step)

    def curl(f):
        def result(p):
            d = [partial(f, p, i) for i in range(3)]
            return np.array([d[1][2] - d[2][1], d[2][0] - d[0][2], d[0][1] - d[1][0]])
        return result

    root = sqrt(L*(L + 1))
    coulomb = curl(curl(lambda p: p * u(p)))(x) / (k * root)
    grad = np.array([partial(u, x, i) for i in range(3)])
    cross = np.array([x[1]*grad[2] - x[2]*grad[1], x[2]*grad[0] - x[0]*grad[2],
                      x[0]*grad[1] - x[1]*grad[0]])
    return coulomb, grad, u(x), -1j * cross / root


def gauge_potentials(fields, k, G):
    coulomb, grad, u, _ = fields
    chi_scale = -G / k
    return coulomb + chi_scale*grad, 1j * (c*k) * chi_scale * u


def dirac_element(kb, mb, ka, ma, orb_b, orb_a, A, scalar):
    """Angular integral of psi_b^+ (alpha.A - scalar/c) psi_a r^2 at each radius."""
    def parts(kappa, m, orb):
        P, Q = orb
        return (1j * P[None, :, None] * spinor(kappa, m)[:, None, :],
                Q[None, :, None] * spinor(-kappa, m)[:, None, :])

    def sigma_A(s):
        return np.array([A[2]*s[0] + (A[0] - 1j*A[1])*s[1],
                         (A[0] + 1j*A[1])*s[0] - A[2]*s[1]])
    ub, lb = parts(kb, mb, orb_b)
    ua, la = parts(ka, ma, orb_a)
    density = (np.conj(ub)*sigma_A(la) + np.conj(lb)*sigma_A(ua)
               - scalar/c * (np.conj(ub)*ua + np.conj(lb)*la))
    return density.sum(axis=0) @ W


# ---------- derived radial integrands ----------
def radial_densities(L, k, kb, ka, r, orb_b, orb_a):
    (Pb, Qb), (Pa, Qa) = orb_b, orb_a
    x = k * r
    j, dj = spherical_jn(L, x), spherical_jn(L, x, derivative=True)
    X0, Xp, Xm = Pb*Pa + Qb*Qa, Pb*Qa + Qb*Pa, Pb*Qa - Qb*Pa
    root, diff = sqrt(L*(L + 1)), kb - ka
    coulomb = -diff/root * (dj + j/x) * Xp + root * j/x * Xm
    gauge = j*X0 - dj*Xm + diff * j/x * Xp
    magnetic = (ka + kb)/root * j * Xp
    bab = babushkin(L) * (j*X0 + spherical_jn(L + 1, x) * (Xm + diff/(L + 1)*Xp))
    return coulomb, gauge, magnetic, bab, j*X0


# Test: angular reduction against four-component quadrature, arbitrary radial values
rng = np.random.default_rng(4)
k_test, r_test = 1.3, np.array([0.4, 1.5, 3.0])
worst_reduction = 0.0
for L, electric_pairs, magnetic_pairs in [
        (1, [(-2, -1), (1, -1), (2, 1)], [(-1, -1), (2, -1)]),
        (2, [(-3, -1), (2, -1), (-2, 1)], [(-2, -1)])]:
    fields = multipole_fields(L, 1, k_test, r_test)
    Y = harmonic(L, 1, COS, PHI)
    for kb, ka in electric_pairs:
        ob, oa = rng.uniform(-1, 1, (2, 3)), rng.uniform(-1, 1, (2, 3))
        theta = (np.conj(spinor(kb, 1)) * Y * spinor(ka, -1)).sum(axis=0) @ W
        assert abs(theta) > 0.01
        RC, RL, _, RB, _ = radial_densities(L, k_test, kb, ka, r_test, ob, oa)
        assert np.allclose(RC + babushkin(L)*RL, RB, atol=1e-12)
        for G in (-1.7, 0.0, 0.8, babushkin(L)):
            A, scalar = gauge_potentials(fields, k_test, G)
            direct = dirac_element(kb, 1, ka, -1, ob, oa, A, scalar)
            worst_reduction = max(worst_reduction,
                                  np.max(abs(direct - 1j*theta*(RC + G*RL))))
    for kb, ka in magnetic_pairs:
        ob, oa = rng.uniform(-1, 1, (2, 3)), rng.uniform(-1, 1, (2, 3))
        theta = (np.conj(spinor(kb, 1)) * Y * spinor(-ka, -1)).sum(axis=0) @ W
        assert abs(theta) > 0.01
        RM = radial_densities(L, k_test, kb, ka, r_test, ob, oa)[2]
        direct = dirac_element(kb, 1, ka, -1, ob, oa, fields[3], 0*fields[2])
        worst_reduction = max(worst_reduction, np.max(abs(direct - 1j*theta*RM)))
assert worst_reduction < 1e-6   # limited by the finite-difference step

# Test: power of kr with which the vector potential starts
powers = {}
for L in (1, 2):
    fields = multipole_fields(L, 0, 1.0, np.array([0.1, 0.2]))
    for G, expected in ((0.0, L - 1), (-1.0, L - 1), (babushkin(L), L + 1)):
        A, _ = gauge_potentials(fields, 1.0, G)
        size = np.sqrt((abs(A)**2).sum(axis=0) @ W)
        powers[L, G] = np.log2(size[1] / size[0])
        assert abs(powers[L, G] - expected) < 0.03   # next order in kr

# ---------- analytic nodeless Dirac-Coulomb orbitals, kappa = -n ----------
log_step = 0.01
R_GRID = np.exp(np.arange(np.log(1e-7), np.log(250.0), log_step))


def integral(f):
    return np.sum(f * R_GRID) * log_step


def orbital(Z, n, r):
    g = sqrt(n*n - (Z/c)**2)
    q = Z / (c*(n + g))
    norm2 = (1 + q*q) * gamma_function(2*g + 1) / (2*Z/n)**(2*g + 1)
    P = r**g * np.exp(-Z*r/n) / sqrt(norm2)
    return (P, q*P), -Z*Z / (n*(n + g)), g


def transition(Zb, nb, Za, na, L, frequency_factor=1.0):
    ob, Eb, _ = orbital(Zb, nb, R_GRID)
    oa, Ea, _ = orbital(Za, na, R_GRID)
    omega = frequency_factor * (Eb - Ea)
    dens = radial_densities(L, omega/c, -nb, -na, R_GRID, ob, oa)
    RC, RL, RM = (integral(d) for d in dens[:3])
    mismatch = omega - (Eb - Ea) + (Za - Zb)/R_GRID
    return dict(omega=omega, Eb=Eb, Ea=Ea, RC=RC, RL=RL, RM=RM,
                RL_commutator=integral(mismatch * dens[4]) / omega)


def rate(L, omega, nb, na, R):
    jb, ja = Rational(2*nb - 1, 2), Rational(2*na - 1, 2)
    half = Rational(1, 2)
    three_j = float(wigner_3j(ja, L, jb, half, 0, -half))
    return 2*(2*L + 1) * omega/c * (2*na) * three_j**2 * R**2


# Test: origin of the gauge dependence
for L, nb in ((1, 2), (2, 3)):
    for Zb in (50.0, 45.0):
        for factor in (1.0, 1.1):
            t = transition(Zb, nb, 50.0, 1, L, factor)
            assert abs(t['RL'] - t['RL_commutator']) < 1e-9 * abs(t['RC'])
            if Zb == 50.0 and factor == 1.0:
                assert abs(t['RL']) < 1e-9 * abs(t['RC'])
            else:
                assert abs(t['RL']) > 1e-3 * abs(t['RC'])

# Test: full rate from the potentials, summed over substates, against the parabola
ZA, ZB = 50.0, 45.0
e1 = transition(ZB, 2, ZA, 1, 1)
m2 = transition(ZB, 2, ZA, 1, 2)
omega, k = e1['omega'], e1['omega'] / c
g_sum = orbital(ZA, 1, np.ones(1))[2] + orbital(ZB, 2, np.ones(1))[2]
decay = ZA + ZB/2
t_nodes, t_weights = roots_genlaguerre(16, g_sum)
r_nodes = t_nodes / decay
r_weights = t_weights * np.exp(t_nodes) * t_nodes**(-g_sum) / decay
orb_b, orb_a = orbital(ZB, 2, r_nodes)[0], orbital(ZA, 1, r_nodes)[0]
all_fields = {M: multipole_fields(1, M, k, r_nodes) for M in (-1, 0, 1)}


def direct_rate(G):
    total = 0.0
    for mb in (-3, -1, 1, 3):
        for ma in (-1, 1):
            M = (mb - ma)//2
            if abs(M) <= 1:
                A, scalar = gauge_potentials(all_fields[M], k, G)
                amp = dirac_element(-2, mb, -1, ma, orb_b, orb_a, A, scalar) @ r_weights
                total += abs(amp)**2
    return 8*pi * omega/c * total / 4


def e1_rate(G):
    return rate(1, omega, 2, 1, e1['RC'] + G*e1['RL'])


worst_parabola = max(abs(direct_rate(G) - e1_rate(G)) / e1_rate(0.0)
                     for G in (-10.0, 0.0, 1.0, babushkin(1), 5.0))
assert worst_parabola < 1e-6    # finite-difference fields

# Test: absolute normalization against an unexpanded plane wave along z
z = UNIT[2][None, :] * r_nodes[:, None]
wave = np.exp(1j*k*z)
plane_sum = 0.0
for helicity in (1, -1):
    A = np.array([wave, 1j*helicity*wave, 0*wave]) / sqrt(2)
    for mb in (-3, -1, 1, 3):
        for ma in (-1, 1):
            amp = dirac_element(-2, mb, -1, ma, orb_b, orb_a, A, 0*wave) @ r_weights
            plane_sum += abs(amp)**2
plane_rate = omega/(2*pi*c) * 4*pi * plane_sum / 4
m2_rate = rate(2, omega, 2, 1, m2['RM'])
assert abs(plane_rate / (e1_rate(0.0) + m2_rate) - 1) < 1e-7


# Test: nonrelativistic length and velocity limits, with unequal charges
def nonrelativistic_forms(Zb, nb, Za, na, L, omega):
    def radial(Z, n):
        return R_GRID**n * np.exp(-Z*R_GRID/n) * sqrt((2*Z/n)**(2*n + 1)/factorial(2*n))
    Pb, Pa = radial(Zb, nb), radial(Za, na)
    dPa = (na/R_GRID - Za/na) * Pa
    la, lb = na - 1, nb - 1
    double_factorial = np.prod(np.arange(1, 2*L + 2, 2))
    scale = babushkin(L) * (omega/c)**(L - 1) / double_factorial / c
    angular = (L*(L + 1) + la*(la + 1) - lb*(lb + 1))/2 - L
    length = scale * omega * integral(R_GRID**L * Pb * Pa)
    velocity = -scale * integral(Pb * (L*R_GRID**(L - 1)*dPa + angular*R_GRID**(L - 2)*Pa))
    return length, velocity


limits = {}
for L, nb, na in ((1, 2, 1), (1, 3, 2), (2, 3, 1)):
    for Za in (10.0, 1.0):
        t = transition(0.9*Za, nb, Za, na, L)
        length, velocity = nonrelativistic_forms(0.9*Za, nb, Za, na, L, t['omega'])
        limits[L, nb, na, Za] = ((t['RC'] + babushkin(L)*t['RL'])/length - 1,
                                 t['RC']/velocity - 1, velocity/length)
    for i in (0, 1):
        big, small = (abs(limits[L, nb, na, Za][i]) for Za in (10.0, 1.0))
        assert small < 1e-3 and small < big/50
    assert abs(limits[L, nb, na, 1.0][2] - 1) > 0.01

# ---------- printed numbers ----------
GB = babushkin(1)
print(f"speed of light: {c:.6f} a.u.")
print(f"largest error of angular reduction: {worst_reduction:.1e}")
print(f"largest relative error, direct rate against parabola: {worst_parabola:.1e}")
for (L, G), p in powers.items():
    print(f"L={L}, G={G:.4f}: vector potential starts as (kr)^{p:.3f}")
print(f"MODEL: charge {ZA:.0f} for kappa=-1, charge {ZB:.0f} for kappa=-2 and -3")
print(f"1s1/2 energy without rest energy: {e1['Ea']:.4f} hartree")
print(f"2p3/2 energy without rest energy: {e1['Eb']:.4f} hartree")
print(f"E1 photon energy: {omega:.4f} hartree = {omega*HARTREE_EV/1000:.4f} keV")
print(f"photon wave number k: {k:.5f} a.u.")
print(f"E1 R_C: {e1['RC']:.8f} (dimensionless)")
print(f"E1 R_L: {e1['RL']:.8f} (dimensionless)")
print(f"E1 R_L from the commutator: {e1['RL_commutator']:.8f} (dimensionless)")
unit_rate = rate(1, omega, 2, 1, 1.0)
print(f"E1 parabola, constant term: {unit_rate*e1['RC']**2:.6e} a.u.")
print(f"E1 parabola, coefficient of G: {2*unit_rate*e1['RC']*e1['RL']:.6e} a.u.")
print(f"E1 parabola, coefficient of G^2: {unit_rate*e1['RL']**2:.6e} a.u.")
print(f"E1 zero of the parabola at G = {-e1['RC']/e1['RL']:.5f}")
for G, name in ((0.0, 'Coulomb'), (1.0, 'intermediate'), (GB, 'Babushkin')):
    print(f"E1 rate, {name}, G={G:.5f}: {e1_rate(G):.6e} a.u. = {e1_rate(G)/TIME_S:.5e} 1/s")
print(f"E1 ratio Babushkin/Coulomb rate: {e1_rate(GB)/e1_rate(0.0):.6f}")
print(f"M2 rate of the same line: {m2_rate:.6e} a.u.")
print(f"plane-wave total rate (Coulomb gauge): {plane_rate:.6e} a.u.")
e2 = transition(ZB, 3, ZA, 1, 2)
e2_rates = [rate(2, e2['omega'], 3, 1, e2['RC'] + G*e2['RL']) for G in (0.0, babushkin(2))]
print(f"E2 3d5/2-1s1/2 photon energy: {e2['omega']:.4f} hartree")
print(f"E2 R_C: {e2['RC']:.8f}, R_L: {e2['RL']:.8f} (dimensionless)")
print(f"E2 rate, Coulomb G=0: {e2_rates[0]:.6e} a.u.")
print(f"E2 rate, Babushkin G={babushkin(2):.5f}: {e2_rates[1]:.6e} a.u.")
for Z in (50.0, 45.0):
    t = transition(Z, 2, Z, 1, 1)
    pair = [rate(1, t['omega'], 2, 1, t['RC'] + G*t['RL']) for G in (0.0, GB)]
    print(f"common charge {Z:.0f}: E1 Coulomb {pair[0]:.6e}, Babushkin {pair[1]:.6e} a.u.")
t = transition(50.0, 2, 50.0, 1, 1, 1.01)
print("common charge 50, frequency 1% too high: Babushkin/Coulomb rate "
      f"{((t['RC'] + GB*t['RL'])/t['RC'])**2:.6f}")
print("LOW-CHARGE LIMIT, upper charge = 0.9 * lower charge (amplitudes)")
for (L, nb, na, Za), (dB, dC, ratio) in limits.items():
    print(f"E{L} n={nb}-{na}, charge {Za:.0f}: Bab/length-1 {dB:.2e}, "
          f"Coul/velocity-1 {dC:.2e}, velocity/length {ratio:.5f}")
print("finished without a failed check")
```

Running it gives:

```
speed of light: 137.035999 a.u.
largest error of angular reduction: 3.9e-10
largest relative error, direct rate against parabola: 1.2e-08
L=1, G=0.0000: vector potential starts as (kr)^-0.007
L=1, G=-1.0000: vector potential starts as (kr)^-0.007
L=1, G=1.4142: vector potential starts as (kr)^1.997
L=2, G=0.0000: vector potential starts as (kr)^0.996
L=2, G=-1.0000: vector potential starts as (kr)^0.996
L=2, G=1.2247: vector potential starts as (kr)^2.998
MODEL: charge 50 for kappa=-1, charge 45 for kappa=-2 and -3
1s1/2 energy without rest energy: -1294.6261 hartree
2p3/2 energy without rest energy: -254.8544 hartree
E1 photon energy: 1039.7718 hartree = 28.2936 keV
photon wave number k: 7.58758 a.u.
E1 R_C: 0.06981204 (dimensionless)
E1 R_L: 0.00491399 (dimensionless)
E1 R_L from the commutator: 0.00491399 (dimensionless)
E1 parabola, constant term: 7.395951e-02 a.u.
E1 parabola, coefficient of G: 1.041186e-02 a.u.
E1 parabola, coefficient of G^2: 3.664395e-04 a.u.
E1 zero of the parabola at G = -14.20679
E1 rate, Coulomb, G=0.00000: 7.395951e-02 a.u. = 3.05759e+15 1/s
E1 rate, intermediate, G=1.00000: 8.473781e-02 a.u. = 3.50318e+15 1/s
E1 rate, Babushkin, G=1.41421: 8.941698e-02 a.u. = 3.69662e+15 1/s
E1 ratio Babushkin/Coulomb rate: 1.208999
M2 rate of the same line: 5.081673e-05 a.u.
plane-wave total rate (Coulomb gauge): 7.401033e-02 a.u.
E2 3d5/2-1s1/2 photon energy: 1181.7871 hartree
E2 R_C: 0.00281202, R_L: 0.00011448 (dimensionless)
E2 rate, Coulomb G=0: 1.363868e-04 a.u.
E2 rate, Babushkin G=1.22474: 1.503265e-04 a.u.
common charge 50: E1 Coulomb 9.171517e-02, Babushkin 9.171517e-02 a.u.
common charge 45: E1 Coulomb 6.056960e-02, Babushkin 6.056960e-02 a.u.
common charge 50, frequency 1% too high: Babushkin/Coulomb rate 1.020183
LOW-CHARGE LIMIT, upper charge = 0.9 * lower charge (amplitudes)
E1 n=2-1, charge 10: Bab/length-1 -3.43e-03, Coul/velocity-1 -1.82e-03, velocity/length 0.90763
E1 n=2-1, charge 1: Bab/length-1 -3.43e-05, Coul/velocity-1 -1.82e-05, velocity/length 0.90908
E1 n=3-2, charge 10: Bab/length-1 -9.78e-04, Coul/velocity-1 -5.33e-04, velocity/length 0.83296
E1 n=3-2, charge 1: Bab/length-1 -9.78e-06, Coul/velocity-1 -5.33e-06, velocity/length 0.83333
E2 n=3-1, charge 10: Bab/length-1 -6.20e-03, Coul/velocity-1 -4.75e-03, velocity/length 0.95100
E2 n=3-1, charge 1: Bab/length-1 -6.21e-05, Coul/velocity-1 -4.76e-05, velocity/length 0.95237
finished without a failed check
```
